# Friedel's d-Band Bond Energy and the Stronger Binding of 5d Metals, part 1

(Sections cited here and not found follow in the second part.)

## I. The bond energy of a partly filled d band

Consider this explanation of why tungsten binds more strongly than molybdenum: relativity lowers the 6s states, electrons therefore leave the d band for the s band, and the d band is relieved of its antibonding electrons. In the model used here, with a rectangular d band and a free-electron s band, the argument fails: tungsten's d band is less than half full, so the departing electrons come from bonding levels. Relativity reduces tungsten's d count from 4.68 to 4.00, and its d bond energy falls by about 0.25 eV at fixed cell size. The sign of so small a change depends on the assumed shapes of both bands. With an s-band mass of about 0.6 instead of 1, the d count goes from 5.2 to 4.8 and the bond energy rises by about 0.5 eV, all of it from a wider band. In neither case does the loss of d electrons give the gain the argument needs. The same transfer in platinum helps to raise the d bond energy by 1.40 eV. Counting valence electrons does no better, since molybdenum and tungsten both have six. What is needed is a formula that separates the width of the band from its filling.

**Conventions.** Derivations use Hartree atomic units, in which $\hbar$, the electron mass and the elementary charge are one. Numerical energies are in eV. Energies are per atom, and a positive bond energy means a lowering of the total energy. Spin-orbit coupling and magnetism are left out.

### The main theorem

**Assumptions.** (a) The electrons occupy one-electron levels at zero temperature. (b) The five d orbitals of an atom, with two spins each, form a band of width $W$ centred on the energy $C$, and $C$ is also the d level of the reference atom. (c) The density of states is constant inside the band:

$$
n(\varepsilon)=\frac{10}{W},\qquad |\varepsilon-C|\le \frac W2 .
$$

The factor 10 makes the full band hold ten electrons. Let $N$ be the number of d electrons, and $E_F$ the highest filled energy.

**Theorem 1.** Under these assumptions the formation of the band lowers the energy by

$$
E_d=\frac{W N(10-N)}{20}. \tag{1}
$$

At fixed $W$ its slope is

$$
\frac{dE_d}{dN}=\frac{W(5-N)}{10}=-(E_F-C). \tag{2}
$$

For two metals 1 and 2, write $\Delta X=X_2-X_1$, $\bar X=(X_1+X_2)/2$ and $f=N(10-N)/20$. Then

$$
\Delta E_d=\bar f\,\Delta W+\bar W\,\Delta N\,\frac{5-\bar N}{10}. \tag{3}
$$

**Proof.** Measure energies from the centre, $x=\varepsilon-C$, and put $x_F=E_F-C$. Counting the electrons gives

$$
N=\frac{10}{W}\int_{-W/2}^{x_F}dx=\frac{10}{W}\left(x_F+\frac W2\right),
$$

so that

$$
x_F+\frac W2=\frac{NW}{10},\qquad x_F=\frac{W(N-5)}{10}. \tag{4}
$$

In the reference atom each d electron has $x=0$. An electron at $x$ in the band therefore contributes $-x$ to the bond energy:

$$
E_d=-\frac{10}{W}\int_{-W/2}^{x_F}x\,dx
=-\frac5W\left(x_F^2-\frac{W^2}{4}\right)
=\frac5W\left(\frac W2+x_F\right)\left(\frac W2-x_F\right).
$$

By (4) the first bracket is $NW/10$. The second is $W-(W/2+x_F)=W(10-N)/10$. Hence

$$
E_d=\frac5W\cdot\frac{NW}{10}\cdot\frac{W(10-N)}{10}=\frac{WN(10-N)}{20}.
$$

Differentiating $(10N-N^2)W/20$ gives $W(10-2N)/20=W(5-N)/10$. Comparison with (4) shows that this is $-x_F$, which proves (2).

For the comparison, $E_d=Wf$. Expanding the right side of the next line confirms the identity, because the mixed products $W_2f_1$ and $W_1f_2$ cancel:

$$
W_2f_2-W_1f_1=(W_2-W_1)\frac{f_1+f_2}{2}+\frac{W_1+W_2}{2}(f_2-f_1).
$$

The difference of the filling factors is

$$
f_2-f_1=\frac{10(N_2-N_1)-(N_2^2-N_1^2)}{20}
=\Delta N\,\frac{10-2\bar N}{20}=\Delta N\,\frac{5-\bar N}{10},
$$

where $N_2^2-N_1^2=2\bar N\Delta N$ was used. Inserting it gives (3). $\square$

**Remark (limits).** An empty band and a full band give $E_d=0$. In the full band the energy gained by the lower levels is cancelled by the energy lost in the upper ones. The formula is unchanged when $N$ is replaced by $10-N$, and its maximum, at $N=5$, is $5W/4$. A 10 eV band thus gives at most 12.5 eV.

**Remark (what is not included).** $E_d$ is a bond energy. The cohesive energy also contains the contribution of the s and p electrons, the repulsion between atoms, and the energy needed to bring the free atom from its ground state into the reference state. A larger $E_d$ implies a larger cohesive energy only if the other terms do not offset the difference.

### What a transfer between s and d does

The first term of (3) is the effect of width. The second is the effect of the d count, and its sign depends on the filling: losing d electrons, $\Delta N<0$, raises $E_d$ if $\bar N>5$ and lowers it if $\bar N<5$. This is a statement about one part of the energy, and the next lemma shows what happens to the whole band energy.

**Lemma 2.** Let an s band and a d band with fixed shapes share a Fermi level, and let $D_s$ and $D_d$ be their densities of states there. Lower the s band rigidly by a small energy $b>0$. To leading order, the number of electrons that move from d to s is

$$
m=D\,b,\qquad \frac1D=\frac1{D_s}+\frac1{D_d}, \tag{5}
$$

and this transfer changes the sum of one-electron energies by $-Db^2/2$.

**Proof.** Before the shift both bands are filled to $E_F$. Moving $m$ electrons raises the highest filled s level by $m/D_s$ and lowers the highest filled d level by $m/D_d$. The average moved electron therefore leaves the d band at $E_F-m/(2D_d)$ and enters the s band at $E_F+m/(2D_s)$. Without the shift the cost would be

$$
m\left(\frac{m}{2D_s}+\frac{m}{2D_d}\right)=\frac{m^2}{2D}.
$$

The shift lowers the energy of each s electron by $b$. With $N_s$ electrons in the s band at the start, the change of the band energy is

$$
\Delta U(m)=-(N_s+m)b+\frac{m^2}{2D}.
$$

Its derivative, $-b+m/D$, vanishes at $m=Db$. Substitution gives $\Delta U=-N_sb-Db^2+Db^2/2=-N_sb-Db^2/2$. The term $-N_sb$ is present without any transfer, so the transfer contributes $-Db^2/2$. $\square$

The d bond energy, in contrast, changes in first order. From (2), with $dN=-m$, its change is $(E_F-C)m$. For a band more than half full this is positive, because electrons leave levels above $C$. They do not drop to $C$, however. They enter the s band at $E_F$, and the account of the s electrons carries the compensating cost. The d-count term in (3) must therefore not be read as a separate gain in total energy. The first-order gain $N_sb$ belongs to the s electrons, and since the s level of the free atom is lowered too, only the difference between metal and atom counts for cohesion. That difference is not calculated here.

### How far a real band departs from the rectangle

**Lemma 3.** A rectangular band has the mean square energy, or second moment, $\mu_2=W^2/12$ about its centre. A band made from five d orbitals per atom on an fcc lattice, with nearest-neighbour couplings $\sigma,\pi,\delta$, equal site energies and no overlap between orbitals, has

$$
\mu_2=\frac{12}{5}\left(\sigma^2+2\pi^2+2\delta^2\right). \tag{6}
$$

**Proof.** For the rectangle,

$$
\mu_2=\frac1W\int_{-W/2}^{W/2}x^2dx=\frac{1}{W}\cdot\frac{2}{3}\left(\frac W2\right)^3=\frac{W^2}{12}.
$$

For the lattice, the mean of $x^2$ over all levels is the trace of $H^2$ divided by the number of orbitals. A diagonal element of $H^2$ describes a hop to a neighbour and back. If $h$ is the $5\times5$ matrix of one bond, that bond contributes $\mathrm{Tr}(hh^{T})/5$. With orbitals aligned along the bond, $h$ is diagonal with entries $\sigma,\pi,\pi,\delta,\delta$. Rotating the orbitals does not change the trace, so each of the twelve neighbours gives the same amount. $\square$

For the couplings $-6,4,-1$ in an arbitrary unit, (6) gives $\mu_2=12(36+32+2)/5=168$. The equivalent rectangle has $W=\sqrt{12\cdot168}=44.9$. Diagonalizing the lattice band on a mesh of wave vectors and filling its levels gives a bond energy that departs from (1) by at most 5.2% of the parabola's maximum. The parabola is thus a good approximation for this band when $W$ is taken from the second moment. This tests the fcc band only. Niobium, tantalum, molybdenum and tungsten, treated in the second half, are bcc, and their bands have a different shape: with the same couplings and second neighbours scaled as $R^{-5}$, the bcc band departs from (1) by up to 9% of the maximum, and its Fermi level reaches the centre at $N\approx4.4$ instead of 5. For the fcc band, the distance between the lowest and highest level on the mesh used is 51.6, which is 15% larger than 44.9. That mesh misses the symmetry points; a finer mesh containing them gives 52.5, or 17%. An edge-to-edge width inserted in (1) would raise the parabola by that fraction. The resulting overestimate of this band's energy depends on the filling, because the parabola has an error of its own.

### How much of the bond energy survives repulsion

**Lemma 4.** Let the energy at interatomic distance $R$ be $E(R)=Ae^{-pR}-Be^{-qR}$, with $A,B>0$ and $p>q>0$. At equilibrium, $R=R_0$, the binding energy is

$$
-E(R_0)=\left(1-\frac qp\right)Be^{-qR_0}. \tag{7}
$$

**Proof.** Setting $E'(R_0)=0$ gives $pAe^{-pR_0}=qBe^{-qR_0}$, so the repulsion is $q/p$ times the bond energy. Subtracting it gives (7). The second derivative is $p^2Ae^{-pR_0}-q^2Be^{-qR_0}=q(p-q)Be^{-qR_0}>0$, so the point is a minimum. $\square$

Here $Be^{-qR}$ stands for $E_d$ at fixed $N$, with a width that decays exponentially. For $p=2q$ half of the bond energy remains. If $q/p$ is the same for two metals, repulsion reduces both bond energies by the same factor and leaves their ratio unchanged.

### Bounds on band energies from a single cell

To use (1) one needs $W$. The following lemma connects the levels of a crystal with those of one of its cells.

**Lemma 5.** Let a crystal have the periodic potential $V$ and the energy functional

$$
a[\psi]=\int_{\rm cell}\left(\frac K2|\nabla\psi|^2+V|\psi|^2\right)d^3r, \tag{8}
$$

with $K>0$ periodic. Let $E_n(\mathbf k)$ be the $n$th Bloch level at wave vector $\mathbf k$. Let $E_n^{N}$ and $E_n^{D}$ be the $n$th levels of one cell with, respectively, zero normal derivative and zero value on its surface. Then

$$
E_n^{N}\le E_n(\mathbf k)\le E_n^{D}. \tag{9}
$$

**Proof.** By the min-max principle, the $n$th level is found as follows: in each $n$-dimensional space of allowed functions take the largest value of $a[\psi]/\int|\psi|^2$, and then choose the space that makes this value smallest. Enlarging the set of allowed functions cannot raise the result.

A function that vanishes on the cell surface can be continued to the other cells with the Bloch phases without a jump, so it is an allowed Bloch function. This gives the upper bound. A Bloch function restricted to one cell is an allowed function for the problem without any condition on the surface. This gives a lower bound by the levels of that free problem.

It remains to identify the free problem. When $\psi$ is varied, integration by parts of the gradient term leaves a surface integral of $K\,\delta\psi^*\,\partial\psi/\partial n$, apart from a constant factor. Since $\delta\psi$ is arbitrary there, the normal derivative must vanish. $\square$

In a one-dimensional cell with an asymmetric potential, for example, the lowest band runs from $-8.4812$ to $-7.9493$ hartree. The two cell levels are $-8.4821$ and $-7.9465$ hartree and enclose it, as (9) requires.

In one dimension, if the potential is mirror-symmetric about the cell ends, the zero-slope wave can be continued into the next cell as its mirror image, smoothly and without a node on the boundary, which is the bonding case. The zero-value wave can be continued as its negative mirror image, with a node on the boundary, the antibonding case. Both levels are then band edges, but they belong to the same band only if the potential well lies in the middle of the cell. If it lies at the cell ends, the lowest zero-value level is the bottom of the second band. In the asymmetric cell above these continuations do not solve the crystal problem, and the two cell levels are bounds rather than band edges. In three dimensions the same can happen even with mirror symmetry. Where three cells meet at an edge, for example, three changes of sign do not in general lead back to the original wave.

## II. Widths, relativity and the comparison of 4d with 5d

From the first half, $W$ is the d-band width, $N$ the number of d electrons, $C$ the centre of the band and $E_F$ the Fermi level. The bond energy is $E_d=WN(10-N)/20$. Its change between two metals is $\bar f\Delta W+\bar W\Delta N(5-\bar N)/10$, where $f=N(10-N)/20$ and bars denote averages of the two metals. A cell of the crystal gives a lower bound for each Bloch level when the wave function has zero slope on its surface, and an upper bound when it has zero value.

### The spherical cell

Replace the cell by a sphere of equal volume and radius $S$, with a spherical potential $V(r)$. This is an approximation, and it also allows levels to be labelled by angular momentum $l$. The bounds (9) number all levels of a true cell together. They do not bound the width of a d band taken by itself, so the sphere gives an estimate of $W$.

For $\psi=R(r)Y_{lm}$ the angular integral of $|\nabla\psi|^2$ is $R'^2+l(l+1)R^2/r^2$. The functional (8) becomes

$$
a[R]=\int_0^S\left\{\frac K2\left[r^2R'^2+l(l+1)R^2\right]+r^2VR^2\right\}dr. \tag{10}
$$

Minimizing it at fixed $\int_0^S r^2R^2dr$ gives

$$
-\frac12\left(Kr^2R'\right)'+\frac K2\,l(l+1)R+r^2VR=\varepsilon r^2R. \tag{11}
$$

For $l=2$, let $\varepsilon_b$ be the level with $R_b'(S)=0$ and $\varepsilon_t$ the level with $R_t(S)=0$. They are the bottom and top of the d band, and $W=\varepsilon_t-\varepsilon_b$.

**Lemma 6.** The width is fixed by the wave functions at the cell boundary:

$$
W=-\frac{K(S)\,S^2R_t'(S)R_b(S)}{2\int_0^S r^2R_tR_b\,dr}. \tag{12}
$$

**Proof.** Multiply (11) for $R_t$ by $R_b$, multiply (11) for $R_b$ by $R_t$, and subtract. The terms with $l(l+1)$ and $V$ cancel:

$$
-\frac12\left[(Kr^2R_t')'R_b-(Kr^2R_b')'R_t\right]=(\varepsilon_t-\varepsilon_b)r^2R_tR_b .
$$

The bracket is the derivative of $Kr^2(R_t'R_b-R_b'R_t)$, since the products $Kr^2R_t'R_b'$ cancel. Integrate from 0 to $S$. Nothing remains at the origin, and at $S$ the second product vanishes by either boundary condition. Division by the integral gives (12). $\square$

An orbital concentrated well inside the cell has little amplitude and slope at $S$, and its band is narrow. An orbital that reaches the boundary gives a wide band. The relevant quantity is therefore the extent of the orbital compared with the cell, not its extent alone.

We now have a bond-energy formula that separates the width of the d band from its filling, and an expression that fixes the width by the wave functions at the cell boundary. It remains to include relativity, determine the d count and compare the 4d and 5d metals.
